# Oxygen Actinometry: Why the Emission Ratio Survives without Ground-State Atoms

**Q:** I add a little argon to my oxygen plasma and divide the O line at 844.6 nm by the Ar line at 750.4 nm. Electrons excite both, so the electron density cancels, and the argon density is known. The ratio is therefore proportional to the density of oxygen atoms. If the ratio halves, the atom density has halved, and if there were no atoms there would be no oxygen line.

**A:** The cancellation is sound, but your last step assumes that every emitting atom was a ground-state atom before the electron struck it. There is a second route to the same upper level:

$$e+\mathrm{O_2}\rightarrow \mathrm{O}+\mathrm{O}^*+e .$$

One collision breaks the molecule and leaves one fragment excited. This is dissociative excitation, and it needs no free atoms beforehand.

**Q:** Then write the balance with both routes, so I can see what cancels.

**A:** Let $n_O$, $n_{O_2}$ and $n_{Ar}$ be the ground-state densities and $n_e$ the electron density. Let $k_O$, $k_x$ and $k_{Ar}$ be the rate coefficients for filling the upper levels from O, O$_2$ and Ar. I assume a uniform plasma and excitation by a single electron impact. The upper levels decay by radiation, at rates $A_O$ and $A_{Ar}$, or are quenched by O$_2$ with a common coefficient $q$. Once they have settled, gain equals loss:

$$n_e(k_On_O+k_xn_{O_2})=(A_O+qn_{O_2})\,n_{O^*},$$
$$n_ek_{Ar}n_{Ar}=(A_{Ar}+qn_{O_2})\,n_{Ar^*}.$$

Take $R$ as a ratio of photon rates, with equal detection response and all radiative decay going into the observed lines. Then

$$R=\frac{A_On_{O^*}}{A_{Ar}n_{Ar^*}}
=\frac{A_O}{A_O+qn_{O_2}}\,\frac{A_{Ar}+qn_{O_2}}{A_{Ar}}\,
\frac{k_On_O+k_xn_{O_2}}{k_{Ar}n_{Ar}} .$$

The electron density has cancelled, as you said. Taking $k_O$ out of the last numerator gives

$$R=G\,\frac{n_O+\kappa n_{O_2}}{n_{Ar}},\qquad \kappa=\frac{k_x}{k_O},$$
$$G=\frac{k_O}{k_{Ar}}\,\frac{1+qn_{O_2}/A_{Ar}}{1+qn_{O_2}/A_O}.$$

Your rule is the case $n_O\gg\kappa n_{O_2}$, with $G$ and $n_{Ar}$ held fixed. In the opposite limit, $n_O\to0$, the ratio tends to $G\kappa n_{O_2}/n_{Ar}$. That is nonzero if molecules are present and some electrons have enough energy for the second route.

**Q:** "Enough energy" is my objection. The electron must pay for the bond as well as the excitation. Surely $\kappa$ is negligible in a plasma of a few electronvolts?

**A:** Let us calculate it for a simple model. Suppose each cross section rises from its threshold $E$ as $\sigma(\varepsilon)=s(1-E/\varepsilon)$, where $\varepsilon$ is the electron energy and $s$ sets the scale. Take Maxwellian electrons with temperature $T_e$, and express $\varepsilon$, $E$ and $T_e$ in eV. The speed is $\sqrt{2e\varepsilon/m}$, with $e$ the elementary charge and $m$ the electron mass, and the normalized energy distribution is $(2/\sqrt\pi)\,T_e^{-3/2}\sqrt\varepsilon\,e^{-\varepsilon/T_e}$. Averaging cross section times speed,

$$k=\int_E^\infty s\left(1-\frac E\varepsilon\right)\sqrt{\frac{2e\varepsilon}{m}}\;\frac{2\sqrt\varepsilon}{\sqrt\pi\,T_e^{3/2}}\,e^{-\varepsilon/T_e}\,d\varepsilon .$$

The two square roots of $\varepsilon$ multiply to $\varepsilon$, which turns the bracket into $\varepsilon-E$:

$$k=s\sqrt{\frac{8e}{\pi m}}\;T_e^{-3/2}\int_E^\infty(\varepsilon-E)\,e^{-\varepsilon/T_e}\,d\varepsilon .$$

With $u=\varepsilon-E$ the integral is $e^{-E/T_e}\int_0^\infty u\,e^{-u/T_e}du=T_e^2e^{-E/T_e}$, so

$$k=s\sqrt{\frac{8eT_e}{\pi m}}\;e^{-E/T_e}.$$

If the fragments are born at rest, the dissociative threshold exceeds the atomic one by the bond energy $D$. The square roots cancel in the quotient, leaving

$$\kappa=\frac{s_x}{s_O}\,e^{-D/T_e}.$$

The whole threshold of the molecular route does not appear here. The atomic route must also pay for the excitation, so the relative penalty comes from the bond alone.

**Q:** Put numbers in.

**A:** I use rough values: $D=5.1$ eV, $T_e=3$ eV, $s_O=1.0\times10^{-17}$ cm$^2$ and $s_x=3.0\times10^{-18}$ cm$^2$. Then

$$\kappa=0.30\,e^{-5.1/3.0}=0.055 .$$

A molecule is about eighteen times less effective than an atom at producing this light. That would be negligible if atoms and molecules were equally abundant, but often the molecules greatly outnumber the atoms.

**Q:** How does that affect the dissociation I would report?

**A:** Let $n_0$ be the O$_2$ density before ignition and $\delta=n_O/(2n_0)$ the dissociated fraction. In a closed volume oxygen nuclei are conserved. Neglecting the few in ions and excited atoms, $2n_{O_2}+n_O=2n_0$, hence

$$n_O=2n_0\delta,\qquad n_{O_2}=n_0(1-\delta).$$

Your proportional rule takes $Rn_{Ar}/G$ to be $n_O$, so it reports

$$\delta_{app}=\frac{Rn_{Ar}}{2Gn_0}=\frac{n_O+\kappa n_{O_2}}{2n_0}
=\delta+\frac\kappa2(1-\delta)
=\frac\kappa2+\left(1-\frac\kappa2\right)\delta .$$

This is a straight line, but it misses the origin. At $\delta=0$ it reads $\kappa/2$, which is 2.7% here. At $\delta=1$ it reads 1, correctly, because no molecules remain. The slope is slightly below one because each new pair of atoms costs one emitting molecule.

**Q:** A floor of 2.7% sounds harmless.

**A:** That depends on the true value. Subtract $\delta$ from $\delta_{app}$ and divide by $\delta$ to get the error relative to the truth:

$$\frac{\delta_{app}-\delta}{\delta}=\frac{\kappa(1-\delta)}{2\delta}.$$

For this to stay below a tolerance $\eta$ we need $\kappa-\kappa\delta<2\eta\delta$, or

$$\delta>\frac{\kappa}{\kappa+2\eta}.$$

With $\eta=0.10$ this is $0.0548/0.2548=0.215$. In this model, the proportional rule is good to 10% only when more than about 22% of the oxygen is dissociated.

**Q:** My plasma may be well below that. What sets the true value?

**A:** Production against wall loss. Let $k_{dis}$ be the rate coefficient for all other dissociation by electrons, with any metastable atoms it leaves counted as ground-state atoms, and $\nu$ the frequency at which an atom is lost by recombination on the walls. Both kinds of dissociation remove one molecule, and the wall returns one molecule for every two atoms. In steady state, therefore,

$$n_e(k_{dis}+k_x)\,n_{O_2}=\tfrac12\nu n_O
\quad\Rightarrow\quad
\frac{n_O}{n_{O_2}}=\frac{2n_e(k_{dis}+k_x)}{\nu}.$$

Consider a gas at 50 mTorr and 400 K before ignition, with 5% argon and $n_e=10^{10}$ cm$^{-3}$. A rough dissociation cross section gives $k_{dis}=7.84\times10^{-10}$ cm$^3$/s, and $k_x=1.6\times10^{-12}$ cm$^3$/s adds little to it. For $\nu=500$ s$^{-1}$,

$$\frac{n_O}{n_{O_2}}=\frac{2\times10^{10}\times7.86\times10^{-10}}{500}=0.031 .$$

The dissociated fraction is 1.55%, while the proportional rule reports 4.25%, too high by a factor of 2.7. The part of the oxygen light that comes from molecules is

$$\frac{\kappa n_{O_2}}{n_O+\kappa n_{O_2}}=\frac{0.0548}{0.0314+0.0548}=0.64 .$$

**Q:** So most of my "atomic" signal would be molecular. But your steady state always contains atoms. How can you speak of the ratio when they vanish?

**A:** With finite wall loss a steady discharge does contain some atoms, as the balance shows. Zero is a limit, and there are two ways to approach it.

The first is fast wall loss. Here are steady states with everything except $\nu$ held fixed:

| $\nu$ (s$^{-1}$) | true $\delta$ (%) | reported $\delta_{app}$ (%) | $R$ |
|---:|---:|---:|---:|
| 50 | 13.6 | 16.0 | 13.8 |
| 500 | 1.55 | 4.25 | 3.67 |
| 5000 | 0.157 | 2.89 | 2.50 |
| 50000 | 0.016 | 2.76 | 2.38 |

From the second row to the third, the atoms fall nearly tenfold while $R$ falls by a factor of only 1.5. The last two rows serve to show the limit. At this pressure, diffusion and the finite thermal speed limit $\nu$ to a few thousand s$^{-1}$ (roughly 3000 to 5000, depending on the gas temperature and on how close to the walls the atoms are made) between plates 5 cm apart, even if every atom that hits a wall recombines.

The second way is to look just after ignition of fresh gas. The oxygen upper level settles at the rate $A_O+qn_{O_2}$. With $A_O=3.0\times10^7$ s$^{-1}$, $q=10^{-9}$ cm$^3$/s and $n_0=1.15\times10^{15}$ cm$^{-3}$, that takes about 32 ns; the argon level is faster still. For the atoms, substitute $n_{O_2}=n_0-n_O/2$ into their rate equation and write $L=n_e(k_{dis}+k_x)$:

$$\frac{dn_O}{dt}=2Ln_{O_2}-\nu n_O=2Ln_0-(L+\nu)n_O .$$

Their time constant is $1/(L+\nu)=1/(7.9+500)$ s, about 2 ms. At 1 µs the light has settled and the atoms have barely begun to accumulate.

**Q:** What is the ratio at that moment?

**A:** The zero-atom formula, with $G=2.273$ and $n_0/n_{Ar}=19$, gives

$$R_0=G\kappa\frac{n_0}{n_{Ar}}=2.273\times0.0548\times19=2.37 .$$

Integrating the rate equations in time from fresh gas, with $n_e$ and $T_e$ switched on at once and then held fixed, also gives 2.37 at 1 µs. The atom density is then only $1.6\times10^{-5}$ of the molecular density.

To test the cause, the same calculation was repeated with the same number of dissociation events, but with both fragments of every event in the ground state. The ratio at 1 µs dropped to $6.6\times10^{-4}$. In the steady state at $\nu=500$ s$^{-1}$ the same change lowered $R$ from 3.67 to 1.34, a loss of 64%, which matches the molecular share found above.

**Q:** Then I can subtract the floor and keep my method.

**A:** You can, by inverting the straight line:

$$\delta=\frac{\delta_{app}-\kappa/2}{1-\kappa/2}.$$

The difficulty is that near the floor you subtract two similar numbers. Differentiate with respect to $\kappa$ at fixed $\delta_{app}$:

$$\frac{\partial\delta}{\partial\kappa}
=\frac{-\frac12(1-\kappa/2)+\frac12(\delta_{app}-\kappa/2)}{(1-\kappa/2)^2}
=-\frac{1-\delta_{app}}{2(1-\kappa/2)^2}
=-\frac{1-\delta}{2(1-\kappa/2)} .$$

The last step uses $1-\delta_{app}=(1-\kappa/2)(1-\delta)$, which follows from the straight line. For a small error $\Delta\kappa$,

$$\frac{\Delta\delta}{\delta}\approx-\frac{\kappa(1-\delta)}{2\delta(1-\kappa/2)}\,\frac{\Delta\kappa}{\kappa}.$$

At $\delta=1.55\%$ the factor before $\Delta\kappa/\kappa$ is about $-1.8$. If your $\kappa$ is 30% too high, the corrected value is 0.71% instead of 1.55%; if it is 30% too low, you get 2.37%.

**Q:** Can I avoid needing $\kappa$?

**A:** If you can measure the ignition value $R_0$, yes, provided that the electron energy distribution is the same then as in the steady discharge and that metastables add little light. Neglect the small change of $G$ with $n_{O_2}$. The molecular part of the later signal is then $R_0(1-\delta)$, and

$$R=\frac{2Gn_0}{n_{Ar}}\,\delta+R_0(1-\delta)
\quad\Rightarrow\quad
\delta=\frac{R-R_0}{2Gn_0/n_{Ar}-R_0}.$$

For the example, $2Gn_0/n_{Ar}=2\times2.273\times19=86.4$, so

$$\delta=\frac{3.667-2.367}{86.4-2.4}=1.55\% ,$$

the true value. You still need $G$. The gas must also be fresh: in a pulsed plasma, atoms left from the previous pulse would spoil $R_0$. A real ignition may not meet the condition on the electrons, since their energies can differ from those of the settled discharge. Metastables also build up only after ignition: if argon metastables later brighten the argon line by nearly 5%, this method gives about 1.35% instead of 1.55%.

**Q:** And if I only compare two settings of the same reactor?

**A:** If the electron energy distribution and the gas filling are unchanged, the floor cancels in the difference, and $\Delta\delta_{app}=(1-\kappa/2)\Delta\delta$. A change in dissociation is then read 2.7% too small, relative to the change itself. This neglects the small change of $G$ with $n_{O_2}$; if you use one fixed $G$, the error is smaller at high dissociation. The quotient of two readings has no such protection, as the table showed.

If the change of setting alters $T_e$, the floor moves. It is 1.2% at 2 eV, 2.7% at 3 eV and 4.2% at 4 eV, even when $G$ is recalculated at each temperature. A rise in the reported dissociation can therefore occur with no rise in the atom density. If you keep the old $G$ instead, its own change with $T_e$ adds a further error, which can even reverse the trend; for a step from 3 to 4 eV this happens when the true dissociation, held fixed, exceeds about 3.4%.

**Q:** How far should I trust the 2.7% for a real reactor?

**A:** Trust the existence of the floor more than its size. The example has the rough conditions of a capacitively coupled oxygen plasma for resist removal at tens of mTorr, with a few per cent of argon. Its cross-section scales, decay rates and wall loss are rough values, and real wall loss depends strongly on the surface. The dissociation rate is uncertain too. It does not affect the floor, but it helps set the true value: rate fits commonly used in models of oxygen plasmas, which include the strong channel that leaves a metastable O($^1$D) atom, give a $k_{dis}$ about seven times larger at 3 eV. With that value the example would have about 10% dissociation, an overestimate of about 25%, and a molecular share of the light of 20% instead of 64%. For the floor itself, the Maxwellian distribution is a serious assumption, because the molecular route draws on electrons above 16 eV. A Druyvesteyn distribution, which has the same mean energy but a weaker tail, gives $\kappa=0.0039$, fourteen times smaller, and a floor of 0.19%. At the same true dissociation of 1.55%, the overestimate would then be about 12% instead of 174%. A hot tail, which capacitive plasmas can have at low pressure, acts the other way. If 10% of the electrons have a temperature of 6 eV and the rest are cooler, so that the mean energy is unchanged, $\kappa$ rises to about 0.10 and the floor to about 5%.

The shape of the cross section near threshold also matters. If the molecular one rose as $(1-E/\varepsilon)^2$ with the same $s_x$, $\kappa$ would fall to 0.014. A faster rise of the atomic one acts the same way: if it jumped to $s_O$ at its threshold $E$, $k_O$ would gain a factor $1+E/T_e$ and $\kappa$ would fall to 0.012.

The other effects I sized are smaller. If the fragments carry away 1 eV, the threshold rises by that amount and $\kappa$ falls to 0.039. Cross sections that decline at high energy as $1/(1+\varepsilon/50\ \mathrm{eV})$ give 0.051. With 10% of the O$_2$ in a metastable state at 1 eV, $k_x$ rises by about 4%. Argon metastables, at an assumed $10^{-4}$ of the argon density, brighten the argon line by about 5% and so lower $R$ by a similar fraction. Between no dissociation and full dissociation, $G$ changes by 1.2% through quenching.

**Q:** So before I call the ratio an atom density, I must compare $n_O$ with $\kappa n_{O_2}$.

**A:** Yes, with a $\kappa$ suited to your electron distribution. If $n_O$ is much the larger, your proportional rule holds at fixed $G$ and $n_{Ar}$. If the two are comparable, use the straight line and carry the uncertainty of $\kappa$ through it. If $n_O$ is much the smaller, the ratio mainly reports on the molecules and the electron tail. The numerical output below lists the inputs and the remaining values.

## Numbers as computed

```
pressure 50 mTorr, gas temperature 400 K, Ar fraction 0.05
electron temperature 3.0 eV, density 1.0e+10 cm^-3
thresholds: O 11.0, O2 dissociative 16.1, Ar 13.5, dissociation 6.0 eV
O2 bond energy used: 5.1 eV
cross-section scales: O 1.0e-17, O2 dissociative 3.0e-18 cm^2
cross-section scales: Ar 1.0e-17, dissociation 5.0e-17 cm^2
radiative decay: O* 3.0e+07, Ar* 4.5e+07 s^-1
quenching 1.0e-09 cm^3/s, wall loss of O 500 s^-1
initial O2 density n_0 = 1.1467e+15 cm^-3, n_Ar = 6.0353e+13 cm^-3
k_O   = 2.9630e-11 cm^3/s
k_x   = 1.6239e-12 cm^3/s
k_Ar  = 1.2877e-11 cm^3/s
k_dis = 7.8437e-10 cm^3/s
kappa = 0.05481, floor kappa/2 = 2.740 percent
k_O/k_Ar = 2.3010, G in undissociated gas = 2.2727
ratio R for zero O atoms, formula = 2.3666
simulated R at 1 microsecond = 2.3672
n_O/n_O2 at 1 microsecond = 1.572e-05
same, ground-state fragments only: R = 6.569e-04
steady states: wall loss s^-1, true percent, apparent percent, R
         5    61.1196    62.1851    54.1074
        50    13.5845    15.9525    13.7997
       500     1.5477     4.2455     3.6673
      5000     0.1570     2.8929     2.4985
     50000     0.0157     2.7555     2.3798
line through them: intercept 2.7403 percent, slope 0.97260
working point: n_O = 3.5494e+13 cm^-3, n_O2 = 1.1290e+15 cm^-3
working point: R = 3.6673, with ground-state fragments only 1.3369
true dissociation 1.548 percent, apparent 4.246 percent
apparent/true = 2.743
share of O light from molecules = 63.55 percent
corrected reading, kappa 30 percent too high: 0.708 percent
corrected reading, kappa 30 percent too low: 2.373 percent
dissociation for a 10 percent overestimate = 21.51 percent
simulated overestimate there = 10.000 percent
T_e = 2 eV: floor kappa/2 = 1.171 percent
T_e = 3 eV: floor kappa/2 = 2.740 percent
T_e = 4 eV: floor kappa/2 = 4.191 percent
T_e = 5 eV: floor kappa/2 = 5.409 percent
neglected effects:
  Druyvesteyn electrons: kappa = 0.00388, floor 0.194 percent
  threshold 1 eV higher (fragment energy): kappa = 0.03927
  cross sections falling as 1/(1+energy/50 eV): kappa = 0.05090
  10 percent O2 in a 1 eV metastable: k_x up 3.96 percent
  Ar metastables (1e-4 of Ar, 1e-16 cm^2): Ar light up 4.62 percent
  O+ O- neutralization (1e8 cm^-3 O+, O- = n_e, 1e-7 cm^3/s),
    at most 0.54 percent of dissociative excitation
  G change from no to full dissociation: 1.24 percent
```
